# Ring currents of annulenes and the effect of bond alternation

## Ring currents from the flux dependence of the pi energy

Take a planar eight-site ring with eight pi electrons, equal hoppings of 2.5 eV and sides of 1.40 Å. In the model below, its closed-shell singlet has a ratio of ring current to magnetic field of about $3.04\times10^4$ nA/T at 10 T and $3.04\times10^5$ nA/T at 1 T. Weakening the field tenfold makes the ratio ten times larger, so in this model, at zero temperature and without electron repulsion, there is no linear response coefficient. If the hoppings alternate by ten per cent about their mean, the ratio at 10 T is 41 nA/T and agrees with a finite zero-field limit. The explanation lies in how the pi energy depends on magnetic flux.

### The model and its phases

A regular polygon has an even number $N$ of sites, $N$ pi electrons and area $S$. The Hückel Hamiltonian has zero site energies and no overlap:

$$H=-\sum_j t_j\left(e^{i\theta_j}c_{j+1}^\dagger c_j+e^{-i\theta_j}c_j^\dagger c_{j+1}\right). \tag{1}$$

A sum over spin is understood, $t_j>0$, and sites are numbered counterclockwise. Temperature is zero; electron repulsion and the Zeeman energy are omitted. In London's approximation the field enters through the phases alone. For an electron of charge $-e$,

$$\theta_j=-\frac e\hbar\int_j^{j+1}\mathbf A\cdot d\mathbf l .$$

Let $\mathbf B$ point along $+z$, and choose $\mathbf A=\frac12\mathbf B\times\mathbf r$. On a straight bond $\mathbf r=\mathbf R_j+s\mathbf d$, where $\mathbf d=\mathbf R_{j+1}-\mathbf R_j$ and $0\le s\le1$. Since $\mathbf r\times\mathbf d=\mathbf R_j\times\mathbf R_{j+1}$ for every $s$, the integral is $\frac12\mathbf B\cdot(\mathbf R_j\times\mathbf R_{j+1})$: the field times the signed area of the triangle formed by the origin and the bond. These triangles add up to the polygon, wherever the origin lies, so

$$\sum_j\theta_j=-\varphi,\qquad \varphi=\frac{e\Phi}{\hbar},\qquad \Phi=BS. \tag{2}$$

The substitution $c_j\to e^{i\chi_j}c_j$ changes $\theta_j$ by $\chi_j-\chi_{j+1}$. It can redistribute the phases but cannot change their sum. The energy therefore depends on $\varphi$ alone, and we may set $\theta_j=-\varphi/N$ on each bond.

### Current as a flux derivative

Let $H_j$ be the part of $H$ on the bond from $j$ to $j+1$. The electron flow through it is the rate at which it raises the population $n_{j+1}$:

$$J_j=\frac i\hbar\langle[H_j,n_{j+1}]\rangle .$$

The commutators $[c_{j+1}^\dagger c_j,n_{j+1}]=-c_{j+1}^\dagger c_j$ and $[c_j^\dagger c_{j+1},n_{j+1}]=c_j^\dagger c_{j+1}$ give

$$J_j=\frac{it_j}{\hbar}\left\langle e^{i\theta_j}c_{j+1}^\dagger c_j-e^{-i\theta_j}c_j^\dagger c_{j+1}\right\rangle=-\frac1\hbar\left\langle\frac{\partial H}{\partial\theta_j}\right\rangle .$$

For a normalized eigenstate the Hellmann–Feynman theorem turns the last average into $\partial E/\partial\theta_j$: the terms from differentiating the state add up to $E$ times the derivative of its norm, which is zero. Because $E$ depends on the phases through their sum $-\varphi$, we have $\partial E/\partial\theta_j=-dE/d\varphi$ on every bond. Multiplying the flow by the charge $-e$ gives the counterclockwise electric current

$$I=-eJ_j=-\frac e\hbar\frac{dE}{d\varphi}=-\frac{dE}{d\Phi}. \tag{3}$$

If $E$ is smooth and even in $\varphi$, then $dE/d\varphi=K\varphi$ to first order, with $K=(d^2E/d\varphi^2)_{0}$. Equations (2) and (3) give

$$\frac IB=-\left(\frac e\hbar\right)^2KS\qquad(B\to0). \tag{4}$$

A positive $K$ gives a clockwise current, whose field opposes $\mathbf B$ inside the ring. This response is diatropic. A negative $K$ gives a paratropic response.

### Equal hoppings

For $t_j=t$, the amplitudes $\psi_j=e^{2\pi ikj/N}$ satisfy

$$\varepsilon\psi_j=-t\left(e^{-i\varphi/N}\psi_{j-1}+e^{i\varphi/N}\psi_{j+1}\right),$$

and hence

$$\varepsilon_k=-2t\cos\frac{2\pi k+\varphi}{N}. \tag{5}$$

We need the sum of (5) over $k=-p,\dots,p$. The sine parts of $k$ and $-k$ cancel, leaving $\cos(\varphi/N)\sum_k\cos(2\pi k/N)$. Multiplying each cosine by $2\sin(\pi/N)$ gives $\sin[(2k+1)\pi/N]-\sin[(2k-1)\pi/N]$, so the sum telescopes:

$$\sum_{k=-p}^{p}\cos\frac{2\pi k+\varphi}{N}=\cos\frac\varphi N\,\frac{\sin[(2p+1)\pi/N]}{\sin(\pi/N)}. \tag{6}$$

**Rings with $N=4n+2$.** For $|\varphi|\le\pi$ the levels $k=-n,\dots,n$ have angles of magnitude at most $\pi/2$ in (5), so they are the lowest and are doubly filled. With $p=n$ the sine in the numerator of (6) is $\sin(\pi/2)=1$, and

$$E=-\frac{4t\cos(\varphi/N)}{\sin(\pi/N)},\qquad K=\frac{4t}{N^2\sin(\pi/N)}>0. \tag{7}$$

The response is finite and diatropic.

**Rings with $N=4n$.** The levels $k=-(n-1),\dots,n-1$ hold all but two electrons. Since $(2n-1)\pi/N=\pi/2-\pi/N$, equation (6) gives this core the energy $-4t\cot(\pi/N)\cos(\varphi/N)$. The levels $k=\pm n$ have energies $\pm2t\sin(\varphi/N)$. They meet at zero flux with opposite slopes. In the closed-shell singlet both remaining electrons take the lower one, so for $|\varphi|\le\pi$

$$E=-4t\left[\cot\frac\pi N\cos\frac\varphi N+\sin\frac{|\varphi|}N\right]=-\frac{4t\cos[(\pi-|\varphi|)/N]}{\sin(\pi/N)}. \tag{8}$$

The second form follows from the cosine of a difference. Differentiating it and using (3), we find

$$I=\operatorname{sgn}(\varphi)\,\frac e\hbar\,\frac{4t}{N}\,\frac{\sin[(\pi-|\varphi|)/N]}{\sin(\pi/N)},\qquad I(0^\pm)=\pm\frac e\hbar\frac{4t}{N}. \tag{9}$$

The current is finite but jumps at zero flux. What diverges is $I/B$, as $1/|B|$. The energy has a cusp there, so (4) does not apply.

The divergence belongs to this filling. With one electron in each of the levels $k=\pm n$, as in the triplet, their energies cancel. The core alone remains, and it is diatropic, with $K=(4t/N^2)\cot(\pi/N)$. At zero flux the two fillings are degenerate in this model. A real comparison of singlet and triplet requires the omitted electron repulsion, correlation as well as exchange, and the Zeeman energy. Repulsion also couples the two closed-shell fillings, with both electrons in $k=n$ or both in $k=-n$, because their total wave numbers $2n$ and $-2n$ differ by $N$; an on-site repulsion $U$ gives the matrix element $U/N$. The cusp in (8) is therefore a property of the model without repulsion.

### Alternating hoppings

Now let the hoppings be $t(1+\delta)$ and $t(1-\delta)$ in turn, with $0<|\delta|<1$. The polygon is kept regular, so $S$ does not change. There are $M=N/2$ cells, each with a site $a$ and a site $b$ joined by $t(1+\delta)$. Give both amplitudes the factor $e^{i\vartheta_m\nu}$ in cell $\nu$, with $\vartheta_m=2\pi m/M$ and $m=0,\dots,M-1$. The equation at site $a$ is $\varepsilon A=W_mB_b$, where $A$ and $B_b$ are the amplitudes and

$$W_m=-t\left[(1+\delta)e^{i\varphi/N}+(1-\delta)e^{-i\varphi/N-i\vartheta_m}\right].$$

Taking out the factor $e^{-i\vartheta_m/2}$ and defining $y_m=\vartheta_m/2+\varphi/N$, we get

$$W_m=-2t\,e^{-i\vartheta_m/2}(\cos y_m+i\delta\sin y_m),\qquad y_m=\frac{2\pi m+\varphi}{N}. \tag{10}$$

The equation at site $b$ is $\varepsilon B_b=W_m^*A$, so $\varepsilon^2=|W_m|^2$ and

$$\varepsilon=\pm2tf(y_m),\qquad f(y)=\sqrt{\cos^2y+\delta^2\sin^2y}. \tag{11}$$

Because $f\ge|\delta|$, no level crosses zero energy. The $N$ electrons fill the lower band at every flux:

$$E=-4t\sum_{m=0}^{M-1}f(y_m). \tag{12}$$

This function is smooth in $\varphi$. It is also even, since $f$ is even and has period $\pi$, so that reversing $\varphi$ merely reorders the terms. Its slope at zero flux is therefore zero. The cusp has gone, and (4) holds with a finite $K$.

To find $K$, write $c=\cos y$ and $s=\sin y$. Differentiating $f^2=c^2+\delta^2s^2$ gives $f'=-(1-\delta^2)sc/f$. A second differentiation gives

$$f''=-(1-\delta^2)\,\frac{(c^2-s^2)f^2+(1-\delta^2)s^2c^2}{f^3}.$$

The numerator expands to $c^4+\delta^2s^2c^2-s^2c^2-\delta^2s^4+s^2c^2-\delta^2s^2c^2=c^4-\delta^2s^4$. Each derivative with respect to $\varphi$ brings a factor $1/N$, so

$$K=\frac{4t}{N^2}\sum_{m=0}^{M-1}T_m,\qquad T_m=(1-\delta^2)\left.\frac{c^4-\delta^2s^4}{f^3}\right|_{y=2\pi m/N}. \tag{13}$$

For $N=4n$ the term $m=n$ has $y=\pi/2$, $c=0$ and $f=|\delta|$. It equals $-(1-\delta^2)/|\delta|$. The other terms have $c\ne0$ and are smooth functions of $\delta^2$. At $\delta=0$ they reduce to $|\cos(2\pi m/N)|$, whose sum is the core sum $\cot(\pi/N)$ found above. Therefore

$$K=\frac{4t}{N^2}\left[\cot\frac\pi N-\frac1{|\delta|}+|\delta|+O(\delta^2)\right]\qquad(N=4n). \tag{14}$$

Alternation replaces the divergence by a paratropic response that grows as $1/|\delta|$ when $\delta$ becomes small. This growth belongs to the model without repulsion: once the gap $4t|\delta|$ is no longer large beside $U/N$, repulsion caps the response. For the eight-site ring of the example below, exact diagonalization with an on-site $U=2t$ gives about 39, 38 and 18 nA/T at $\delta=0$, 0.01 and 0.1, still paratropic but below the values of (13).

### Why the gap controls the response

The term $m=n$ describes the frontier pair. There $\vartheta_n=\pi$, and with $x=\varphi/N$ equation (10) becomes $W_n=-2t(\delta\cos x+i\sin x)$. In the basis of its $a$ and $b$ waves, the pair has the Hamiltonian

$$H_n=-2t\left(\delta\cos x\,\sigma_x-\sin x\,\sigma_y\right). \tag{15}$$

At zero flux its eigenstates are those of $\sigma_x$, separated by $4t|\delta|$. The derivative $\partial H_n/\partial\varphi=(2t/N)\sigma_y$ has no diagonal element in these states and an off-diagonal element of magnitude $2t/N$. Second-order perturbation theory lowers the energy of each of the two electrons by $(2t\varphi/N)^2/(4t|\delta|)$. Equating the total to $\frac12K_{\rm mix}\varphi^2$ gives

$$K_{\rm mix}=-\frac{4t}{N^2|\delta|}. \tag{16}$$

The flux thus mixes the highest occupied level (HOMO) with the lowest empty one (LUMO). The coupling stays fixed while the gap shrinks, which produces the pole. The second derivative $\partial^2H_n/\partial\varphi^2=(2t\delta/N^2)\sigma_x$ has the expectation value $2t|\delta|/N^2$ in the lower state. Two electrons contribute $4t|\delta|/N^2$, which is the $|\delta|$ term in (14). This division into parts refers to equal phases on all bonds.

### The sign at larger alternation

Equation (14) cannot settle the sign of $K$ when $\delta$ is not small, because its bracket turns positive at large enough $|\delta|$. A Fourier expansion can. Set $q=2y-\pi$, so that $\cos2y=-\cos q$ and

$$f=\sqrt{\frac{1+\delta^2}2}\,\sqrt{1-u\cos q},\qquad u=\frac{1-\delta^2}{1+\delta^2},\qquad 0<u<1 .$$

In $\sqrt{1-z}=1-\sum_{r\ge1}b_rz^r$ we have $b_1=\frac12$ and $b_{r+1}/b_r=(r-\frac12)/(r+1)>0$, so every $b_r$ is positive. The powers $\cos^rq=2^{-r}(e^{iq}+e^{-iq})^r$ have no negative Fourier coefficients, and $\cos^lq$ contains $e^{ilq}$ with a positive one. It follows that

$$f=g_0-2\sum_{l\ge1}G_l\cos lq,\qquad G_l>0 .$$

At the allowed points $q_m=(2\pi m+\varphi)/M-\pi$. Summing $\cos lq_m$ over $m$ gives zero unless $l=pM$ with integer $p$. In that case the sum is $M(-1)^{pM}\cos p\varphi$. For $N=4n$ the number $M$ is even, the sign factor is 1, and (12) becomes

$$E=-4tMg_0+8tM\sum_{p\ge1}G_{pM}\cos p\varphi,\qquad K=-8tM\sum_{p\ge1}p^2G_{pM}<0. \tag{17}$$

Differentiation term by term is allowed because $f$ is analytic for real $q$ when $\delta\ne0$, which makes $G_l$ decay exponentially. Within this model, alternating $4n$ rings are paratropic for every $0<|\delta|<1$. For $N=4n+2$ the terms alternate in sign and this argument gives no verdict. The numerical check finds $K>0$ for $N=6$, 10 and 14 on a grid from $\delta=0.02$ to 0.9.

### Two limits that do not commute

At finite flux the frontier pair contributes $-4t\sqrt{\sin^2x+\delta^2\cos^2x}$ to the energy. For small $x$ and $\delta$ its current is, by (3),

$$I_n\simeq\frac e\hbar\,\frac{4t}{N}\,\frac{x}{\sqrt{x^2+\delta^2}},\qquad x=\frac\varphi N. \tag{18}$$

If $|x|\ll|\delta|$, the current is linear in the field. If $|x|\gg|\delta|$, it approaches the one-sided limits $I(0^\pm)$ of (9). At $x=|\delta|$ it has reached $1/\sqrt2$ of $I(0^+)$. Taking the field to zero first gives a finite coefficient at each nonzero $\delta$; taking $\delta$ to zero first restores the discontinuity.

The same pair favours alternation. At zero flux it lowers the pi energy by $4t|\delta|$, while the other levels change by $O(\delta^2)$. If the remaining energy of the frame rises quadratically in $\delta$, the linear gain wins at small $|\delta|$. In this model the uniform closed-shell $4n$ ring is then not a minimum of the energy with respect to alternation. The argument needs the exact degeneracy of the model without repulsion. With an on-site $U$ the gain of the lowest singlet becomes quadratic in $\delta$ for $4t|\delta|\ll U/N$, and the outcome then depends on the stiffness of the frame.

### From current to chemical shift

The shielding $\sigma$ is defined by $B_{\rm local}=(1-\sigma)B$, so a field along $z$ gives $\sigma_{zz}=-B_{\rm ind}/B$. A field in the ring plane threads no flux and drives no ring current. The rotational average of the ring-current part is thus $\sigma_{zz}/3$. For small shieldings the chemical shift is $\sigma_{\rm ref}-\sigma$, and the ring current contributes

$$\Delta=-\frac{\sigma_{zz}}3=\frac13\,\frac{B_{\rm ind}}I\,\frac IB. \tag{19}$$

We let the current run in a thin wire along the polygon. For the side from $\mathbf R_j$ to $\mathbf R_{j+1}$, let $\mathbf u$ be its unit vector, and let $\mathbf a$ and $\mathbf b$ lead from the observation point to its two ends. A wire element at distance $s$ along the side lies at $\mathbf a+s\mathbf u$ from that point, and the cross product in the Biot–Savart law is $(\mathbf a\times\mathbf u)\,ds$. With $w=s+\mathbf a\cdot\mathbf u$ and $D=|\mathbf a\times\mathbf u|$, the squared distance is $w^2+D^2$. Since $\int dw\,(w^2+D^2)^{-3/2}=w/(D^2\sqrt{w^2+D^2})$,

$$\frac{B_{\rm ind}}I=\frac{\mu_0}{4\pi}\sum_{\rm sides}\frac{\mathbf b\cdot\mathbf u/|\mathbf b|-\mathbf a\cdot\mathbf u/|\mathbf a|}{(\mathbf a\times\mathbf u)_z}. \tag{20}$$

### Six and eight sites compared

Take $t=2.5$ eV, sides of 1.40 Å, $\delta=0.1$ and $B=10$ T. These are round model parameters. The areas are 5.092 and 9.464 Å$^2$, and (2) gives $\varphi=7.736\times10^{-4}$ and $1.438\times10^{-3}$ rad. From (13),

$$\frac{K_6}t=\frac4{36}(0.9900+0.4309+0.4309)=0.2058,$$

$$\frac{K_8}t=\frac4{64}(0.9900+0.6828-9.9000+0.6828)=-0.4715 .$$

One negative term, that of the frontier pair, outweighs the other three. Its gap is 1.00 eV, and the mixing part (16) is $-0.625\,t$. With equal phases on all bonds, $K_8$ without that part would be $+0.153\,t$, which is diatropic. The split depends on how the phase is distributed: the remainder is $0.03\,t$ or $0.28\,t$ when the whole phase sits on one weak or one strong bond, while the total is unchanged.

For $N=8$ the one-sided limits in (9) are $\pm(e/\hbar)t/2=\pm304.27$ µA, so $(e/\hbar)t=608.5$ µA. Equation (4) can be written $I/B=-(e/\hbar)t\,(K/t)(\varphi/B)$, which gives

$$N=6:\quad-(608.5\ \text{µA})(0.2058)(7.736\times10^{-5}\ \text{T}^{-1})=-9.7\ \text{nA/T},$$

$$N=8:\quad+(608.5\ \text{µA})(0.4715)(1.438\times10^{-4}\ \text{T}^{-1})=+41.3\ \text{nA/T}.$$

The uniform six-site ring has $-10.5$ nA/T, so this alternation changes it little. For the eight-site ring the dependence on $\delta$ is strong:

| $\delta$ | $I/B$ as $B\to0$ (nA/T) | at 10 T | from (14) |
|---|---:|---:|---:|
| 0.5 | 0.99 | 0.99 | −5.00 |
| 0.2 | 14.3 | 14.3 | 13.0 |
| 0.1 | 41.3 | 41.3 | 40.9 |
| 0.01 | 533.6 | 533.5 | 533.6 |
| $10^{-4}$ | 54,671 | 26,575 | 54,671 |

The last column drops the $O(\delta^2)$ remainder of (14). At $\delta=0.5$ it has the wrong sign, while the full result stays paratropic, as (17) requires. In the last row $\varphi/N=1.8\times10^{-4}$ exceeds $\delta$, and the 10 T response falls below the linear law, as (18) predicts. For $\delta=0.1$ the phase $\varphi/N$ would reach $\delta$ only near 5600 T. The small-$\delta$ values are zero-temperature results. The frontier splitting of the uniform ring at 1 T corresponds to about 2 K. With Fermi occupations at 300 K the uniform ring responds linearly with about 516 nA/T, the value at $\delta=0.01$ falls to about 395 nA/T, and that at $\delta=0.1$ is unchanged. The relation $\Phi=BS$ also omits the field of the ring current itself, which for the uniform ring at 1 T is about 1 T at the centre.

At zero flux, alternation with $\delta=0.1$ changes the pi energy of the eight-site ring by $-1.07$ eV, of which the linear term supplies $-1.00$ eV.

For the shifts, place a proton 1.1 Å outside a corner. Equation (20) gives 4949 T/A at the centre of the six-site ring and $-461$ T/A at the proton; for eight sites the values are 3623 and $-614$ T/A. The sign changes because the field of the loop returns outside it. With (19),

$$\Delta_6=\tfrac13(-461)(-9.7\times10^{-9})\approx1.5\ \text{ppm},\qquad \Delta_8=\tfrac13(-614)(41.26\times10^{-9})\approx-8.4\ \text{ppm}.$$

At the centres the contributions are about $-16$ and $+50$ ppm. A diatropic ring thus moves its outer protons to higher shift and a point at its centre to lower shift; a paratropic ring does the reverse. All these shifts are rough, because the thin wire replaces a spread-out current at a distance comparable to a bond length. Splitting the current into two loops 0.64 Å above and below the plane changes the proton values to 0.9 and $-5.2$ ppm and the centre values to $-11$ and $+41$ ppm. They also leave out the sigma electrons and local atomic currents. The numerical check checks the current, curvature and wire-field formulas independently.

## Computed values

```
hopping t = 2.50 eV; bond length = 1.40 angstrom
corner-proton distance = 1.10 angstrom
field B = 10.0 T; alternation delta = 0.10
e/hbar = 1.51927e+15 1/Wb
N=6: corner radius = 1.4000 angstrom
N=6: area = 5.0922 angstrom^2
N=6: phi at B = 7.7365e-04 rad
N=6: curvature terms m=0,1,.. = 0.9900 0.4309 0.4309
N=6: K/t at delta = 0.20576
N=6: linear I/B at delta = -9.687 nA/T
N=6 centre: B_ind/I = 4948.72 T/A
N=6 centre: shift contribution = -15.98 ppm
N=6 proton: B_ind/I = -461.34 T/A
N=6 proton: shift contribution = 1.49 ppm
N=8: corner radius = 1.8292 angstrom
N=8: area = 9.4637 angstrom^2
N=8: phi at B = 1.4378e-03 rad
N=8: curvature terms m=0,1,.. = 0.9900 0.6828 -9.9000 0.6828
N=8: K/t at delta = -0.47153
N=8: linear I/B at delta = 41.256 nA/T
N=8 centre: B_ind/I = 3623.15 T/A
N=8 centre: shift contribution = 49.83 ppm
N=8 proton: B_ind/I = -613.85 T/A
N=8 proton: shift contribution = -8.44 ppm
N=6 uniform: K/t = 0.22222; I/B = -10.462 nA/T
N=6 uniform: proton shift contribution = 1.61 ppm
N=8 uniform: current jumps to +-304.27 uA
N=8 uniform singlet: I/B at 10 T = 30413.5 nA/T
N=8 uniform singlet: I/B at 1 T = 304253.6 nA/T
N=8 uniform triplet: I/B = -13.202 nA/T
N=8: cot(pi/8) = 2.4142
N=8: frontier gap at delta = 1.0000 eV
N=8: frontier element/t = 0.2500
N=8: frontier mixing part of K/t = -0.62500
N=8: K/t without it = 0.15347
N=8: pi energy change at delta = -1.0705 eV
N=8: first-order part -4t*delta = -1.0000 eV
N=8: field where phi/N = delta: 5564 T
N=8 table, I/B in nA/T: delta, linear, at 10 T, truncated
  5e-01 0.99 0.99 -5.00
  2e-01 14.28 14.28 13.05
  1e-01 41.26 41.26 40.94
  5e-02 95.97 95.97 95.89
  1e-02 533.59 533.50 533.58
  1e-03 5455.20 5368.96 5455.20
  1e-04 54670.84 26574.87 54670.84
  1e-05 546827.25 30366.49 546827.25
```
